# Largest absorption of a free-standing thin conducting sheet at normal incidence

## Problem

A flat, uniform, isotropic, non-magnetic conducting sheet stands freely in vacuum. A monochromatic plane wave falls on it normally, from one side. The sheet is much thinner than the wavelength, and its conductivity $\sigma$ and thickness $d$ enter through the sheet resistance $R=1/(\sigma d)$, measured in ohms.

(a) What is the largest fraction of the incident power that the sheet can absorb, and at what $R$ is it reached?

(b) For $d=10$ nm and a vacuum wavelength of 10 µm, what conductivity is needed, and is the sheet thin enough for the answer to (a) to apply?

(c) What changes if the carriers have inertia, with a relaxation time of 5 fs?

SI units are used, since the answer is a resistance to be compared with the vacuum impedance $Z_0=\mu_0c=376.73$ ohm.

## A tempting but wrong solution

Let $E$ be the electric field at the sheet. By Ohm's law it drives a current per unit width $K=E/R$. A surface current is accompanied by a magnetic field, so set $H=K$ at the illuminated face. There the ratio of the fields is $E/H=R$, and the sheet acts on the wave as a load $R$ at the end of a line of impedance $Z_0$.

With incident amplitude 1 and reflected amplitude $r$, the fields at the face are $E=1+r$ and $Z_0H=1-r$. The condition $E/H=R$ gives

$$
1+r=\frac{R}{Z_0}(1-r)\quad\Rightarrow\quad r=\frac{R-Z_0}{R+Z_0}.
$$

What is not reflected is absorbed, so

$$
A_{\text{wrong}}=1-r^2=\frac{4Z_0R}{(Z_0+R)^2}.
$$

This has its maximum at $R=Z_0$, where $r=0$. A matched sheet of about 377 ohm would thus absorb everything.

## Where it fails

The matched case contradicts itself. The electric field is continuous across a very thin sheet, so the transmitted amplitude is $t=1+r$. With $r=0$ this gives $t=1$: the sheet would transmit the whole wave and absorb the whole wave at once.

The faulty line is $H=K$. Ampère's law fixes the difference of the magnetic fields on the two faces,

$$
H_{\text{front}}-H_{\text{back}}=K,
$$

and the argument has put $H_{\text{back}}=0$. But the electric field just behind the sheet is also $E$, and in the vacuum there it belongs to an outgoing wave with $H_{\text{back}}=E/Z_0$. Hence

$$
\frac{H_{\text{front}}}{E}=\frac1R+\frac1{Z_0}.
$$

The incident wave meets $R$ in parallel with the vacuum behind it. That combination is below $Z_0$ for every finite positive $R$, so there is some reflection. The second fault follows from the first: $1-r^2$ counts the transmitted power as absorbed.

At $R=Z_0$ the load is really $Z_0/2$. Then $r=(1/2-1)/(1/2+1)=-1/3$ and $t=1+r=2/3$, so the absorbed fraction is $1-1/9-4/9=4/9$, not 1.

The wrong formula does describe a different arrangement. Put a perfect mirror a distance $L$ behind the sheet, which lies at $z=0$. Between them $E\propto\sin k_0(L-z)$, with $k_0=\omega/c$, and $Z_0H\propto i\cos k_0(L-z)$. For $k_0L=\pi/2$, a quarter wavelength, the magnetic field vanishes just behind the sheet while the electric field does not. Then $H_{\text{back}}=0$ holds and nothing is transmitted. The free-standing sheet has no such mirror.

## The right solution

### Fields across the sheet

Let the wave travel along $z$, with $E$ along $x$, $H$ along $y$, and time factor $e^{-i\omega t}$. Inside the sheet Faraday's and Ampère's laws read

$$
\frac{dE}{dz}=i\omega\mu_0H,\qquad
-\frac{dH}{dz}=\sigma E-i\omega\varepsilon_0E.
$$

Define $h=Z_0H$, which has the unit of $E$. Since $\mu_0/Z_0=\varepsilon_0Z_0=1/c$,

$$
\frac{dE}{dz}=ik_0h,\qquad \frac{dh}{dz}=(ik_0-Z_0\sigma)E.
$$

Now measure depth by $\zeta=z/d$, from 0 to 1, and define

$$
x=k_0d,\qquad s=Z_0\sigma d .
$$

Multiplying both equations by $d$ gives

$$
\frac{dE}{d\zeta}=ix\,h,\qquad \frac{dh}{d\zeta}=(ix-s)E .
$$

The thin-sheet limit is $x\to0$ at fixed $s$: the conductivity rises as the thickness falls. The coefficients stay bounded, so the fields do too. The first equation then says that $E$ changes across the sheet by an amount of order $x$, which vanishes. In the second, $E$ may be treated as constant, and $h$ drops by $sE$. Thus

$$
E_{\text{front}}=E_{\text{back}}=E,\qquad h_{\text{front}}-h_{\text{back}}=sE .
$$

One might ask for a separate condition that the sheet be thin against the skin depth $\delta=\sqrt{2/(\mu_0\sigma\omega)}$. For real $\sigma$, using $\mu_0\omega=Z_0k_0$,

$$
\left(\frac d\delta\right)^2=\frac{\mu_0\sigma\omega d^2}{2}=\frac{(Z_0\sigma d)(k_0d)}{2}=\frac{s\,x}{2}.
$$

When $s$ is of order one, small $x$ makes $d/\delta$ small as well. For a very good conductor, with large $s$, the condition $sx\ll1$ is the stricter one.

### Amplitudes

In front of the sheet $E=1+r$ and $h=1-r$; the minus sign arises because the reflected wave travels backwards. Behind it $E=h=t$. The two conditions become

$$
1+r=t,\qquad (1-r)-t=st .
$$

Insert $r=t-1$ in the second: $2-2t=st$. Therefore

$$
t=\frac{2}{2+s},\qquad r=t-1=-\frac{s}{2+s}.
$$

### Absorbed fraction

Allow $\sigma$, and hence $s$, to be complex. The mean Joule heat per unit area is $\tfrac12\mathrm{Re}(\sigma d)|E|^2$, and the incident flux for unit amplitude is $1/(2Z_0)$. With $E=t$, their ratio is

$$
A=\mathrm{Re}(s)\,|t|^2=\frac{4\,\mathrm{Re}\,s}{|2+s|^2}.
$$

Energy balance gives the same result:

$$
1-|r|^2-|t|^2=\frac{|2+s|^2-|s|^2-4}{|2+s|^2}=\frac{4\,\mathrm{Re}\,s}{|2+s|^2},
$$

because $|2+s|^2=4+4\,\mathrm{Re}\,s+|s|^2$.

In terms of the sheet impedance $Z=1/(\sigma d)=R-iX$, with $R>0$, we have $s=Z_0/Z$. Then $\mathrm{Re}\,s=Z_0R/|Z|^2$ and $|2+s|^2=|2Z+Z_0|^2/|Z|^2$. The factors $|Z|^2$ cancel:

$$
A=\frac{4Z_0R}{(Z_0+2R)^2+4X^2}.
$$

### The maximum

At given $R$, a reactance $X\neq0$ enlarges the denominator and lowers $A$. Set $X=0$ and use $(Z_0+2R)^2=(Z_0-2R)^2+8Z_0R$:

$$
A=\frac12\,\frac{8Z_0R}{(Z_0-2R)^2+8Z_0R}\le\frac12 .
$$

Equality requires $Z_0-2R=0$. The answer to (a) is therefore

$$
A_{\max}=\frac12\quad\text{at}\quad R=\frac{Z_0}{2}=188.4\ \text{ohm},
$$

or $0.04585\,\hbar/e^2$ in atomic units. There $s=2$, $t=1/2$ and $r=-1/2$: one quarter of the power is reflected and one quarter transmitted.

### Why no choice of conductivity can do better

The bound can be found without Ohm's law. Energy balance and the continuity of $E$, $t=1+r$, give

$$
A=1-|r|^2-|1+r|^2=-2|r|^2-2\,\mathrm{Re}\,r .
$$

Since $|r+\tfrac12|^2=|r|^2+\mathrm{Re}\,r+\tfrac14$, this is

$$
A=\frac12-2\left|r+\frac12\right|^2 .
$$

The current in a thin sheet radiates equally to both sides. To remove power from the forward wave it must also send a wave backwards. The best compromise is $r=-1/2$.

Symmetry tells the same story. Write the one-sided wave of amplitude 1 as the sum of two pairs of waves arriving from both sides: an even pair with amplitudes $(\tfrac12,\tfrac12)$ and an odd pair with amplitudes $(\tfrac12,-\tfrac12)$. Each pair carries $2\times\tfrac14=\tfrac12$ of the incident power.

For the odd pair the electric field at the sheet is zero by symmetry, so no current flows and nothing is absorbed. For the even pair the outgoing amplitude on each side is $(r+t)/2$. The outgoing powers of the two pairs add without a cross term, because the cross terms on the two sides have opposite signs. Hence

$$
A=\frac12\left(1-|r+t|^2\right),\qquad r+t=\frac{2-s}{2+s}.
$$

At $s=2$ the even half is absorbed completely and the odd half not at all. It follows that two equal, in-phase waves sent from opposite sides are fully absorbed by the same 188-ohm sheet. The limit of one half thus belongs to one-sided illumination.

## How sharp is the optimum?

For a resistive sheet let $\rho=2R/Z_0$. Then

$$
A=\frac{2\rho}{(1+\rho)^2}=\frac{2}{\rho+2+1/\rho}.
$$

The expression is unchanged by $\rho\to1/\rho$: a sheet with twice the optimal resistance absorbs as much as one with half of it, namely $4/9$. With $\rho=e^y$ this becomes $A=1/(1+\cosh y)\approx\tfrac12-y^2/8$ for small $y$, a broad maximum on a logarithmic scale of resistance.

The two ends have different causes. For $R\gg Z_0$, $A\approx Z_0/R$: the field is almost that of the incident wave, but little current flows. For $R\ll Z_0$, $A\approx4R/Z_0$: the sheet reflects like a mirror, and the small field left at its surface limits the heating.

As an example, take $R=100$ ohm:

$$
A=\frac{4(376.73)(100)}{(376.73+200)^2}=0.453 .
$$

The same formula gives 0.332 at 50 ohm, 0.500 at 200 ohm, 0.435 at 400 ohm and 0.267 at 1000 ohm, to three decimals.

## The 10 nm sheet

For part (b), the conductivity at the optimum is

$$
\sigma=\frac{1}{Rd}=\frac{1}{(188.365\ \text{ohm})(10^{-8}\ \text{m})}=5.31\times10^5\ \text{S/m}.
$$

At a wavelength of 10 µm the phase thickness is $x=2\pi(10\ \text{nm})/(10\ \text{µm})=0.00628$. The skin depth is 126 nm, so $(d/\delta)^2=(10/126.2)^2\approx0.0063$, in agreement with $sx/2=x$ at $s=2$.

The change of $E$ across the sheet can also be estimated. Relative to the field at the back face, $h$ falls nearly linearly from 3 to 1, with mean 2. The equation $dE/d\zeta=ixh$ then gives a relative change of magnitude $2x\approx0.0126$. Integrating Maxwell's equations through the actual slab gives 0.01257. The field is thus uniform across the sheet to about one per cent, and the answer to (a) applies to a good approximation. This takes $\sigma$ to be real at 10 µm, which for free carriers requires a relaxation time well below $1/\omega\approx5.3$ fs; part (c) treats the other case.

The same integration, with absorption taken from the Joule heat, gives 0.50001 at $R=Z_0/2$. This lies slightly above one half. The excess is $6.0\times10^{-6}$ of the incident power, and it comes from the finite thickness of this model slab, whose background permittivity is that of vacuum. For the resistive slab with $s=2$, doubling $x$ from 0.02 to 0.04 multiplies the excess by 3.999, as expected of a quadratic law, and its size is about $0.153\,x^2$. With $x=0.006283$ this gives

$$
0.1528\times(0.006283)^2=6.03\times10^{-6},
$$

the excess found. There is no conflict with the proof, which used $E_{\text{front}}=E_{\text{back}}$, a relation that holds in the limit $x\to0$. The bound of one half is a statement about that limit. The sign of the small correction is not general. If bound charges give the film a background permittivity $\varepsilon_b\varepsilon_0$ in place of $\varepsilon_0$, the excess at $s=2$ shrinks and changes sign between $\varepsilon_b=2.5$ and $2.8$. For the same 10 nm sheet the absorption lies $1.0\times10^{-5}$ below one half at $\varepsilon_b=4$ and $1.1\times10^{-4}$ below it at $\varepsilon_b=10$.

## Carriers with inertia

For part (c), use the Drude conductivity $\sigma=\sigma_0/(1-i\omega\tau)$ and let $R=1/(\sigma_0d)$ be the dc sheet resistance. Then $Z=R(1-i\omega\tau)$, so $X=R\omega\tau$. Put this in the formula for $A$ and divide numerator and denominator by $R$:

$$
A=\frac{4Z_0}{Z_0^2/R+4Z_0+4R(1+\omega^2\tau^2)} .
$$

The first and last terms of the denominator have a product independent of $R$. By the inequality of arithmetic and geometric means their sum is at least $4Z_0\sqrt{1+\omega^2\tau^2}$, with equality when they are equal. Hence

$$
R_{\text{best}}=\frac{Z_0}{2\sqrt{1+\omega^2\tau^2}},\qquad
A_{\text{best}}=\frac{1}{1+\sqrt{1+\omega^2\tau^2}} .
$$

At 10 µm, $\omega=1.884\times10^{14}$ s$^{-1}$, and $\tau=5$ fs gives $\omega\tau=0.942$. The square root is 1.374. In the thin-sheet limit the best dc resistance is therefore $188.4/1.374=137$ ohm, and the largest absorption is $1/2.374=0.421$. In the same limit a sheet kept at a dc resistance of 188 ohm absorbs 0.409. For complex $s$ the thickness correction is of first order in $x$: the 10 nm slab with vacuum background gives 0.422 and 0.410 in place of 0.421 and 0.409, and a background permittivity of 10 raises these to 0.426 and 0.414, while the best resistance stays at 137 ohm.

The current of such a sheet lags behind the field, and no choice of thickness at fixed $\tau$ removes the lag. For $\omega\tau\ll1$ the loss is small, $A_{\text{best}}\approx\tfrac12-\omega^2\tau^2/8$. For $\omega\tau\gg1$ the best absorption falls as $1/(\omega\tau)$. A dc measurement of 188 ohm thus ensures absorption near one half only if $\omega\tau$ is small.

## Two ways past one half

**A substrate.** Let a lossless, non-magnetic medium of real index $n>1$ fill the half-space behind a resistive sheet. In the medium $h=nE$ for a forward wave. For light from the vacuum side, $1+r=t$ and $(1-r)-nt=st$, so $t=2/(1+n+s)$ and

$$
A=s\,t^2=\frac{4s}{(1+n+s)^2}\le\frac{1}{1+n},
$$

with equality at $s=1+n$. For light from inside the medium, $1+r=t$ and $n(1-r)-t=st$, so $t=2n/(1+n+s)$. The incident flux is now larger by the factor $n$, and

$$
A=\frac{s\,t^2}{n}=\frac{4ns}{(1+n+s)^2}\le\frac{n}{1+n}.
$$

The first limit is below one half, the second above it. Both return to one half at $n=1$, the free-standing sheet. The maximum thus equals one half only when the index is the same on both sides; for a common index $n$ it is reached at $s=2n$.

**Thickness.** Combining the two field equations gives $d^2E/dz^2=-k_0^2n^2E$ with a complex index, $n^2=1+is/x$. Take $x=20$, a slab 3.18 wavelengths thick, and $s=10$, so that $1/(\sigma d)=37.7$ ohm. Then $n^2=1+0.5i$ and $n\approx1.03+0.24i$. The front face reflects only $|n-1|^2/|n+1|^2\approx0.014$ of the power, and the rest decays inside with hardly any reaching the back. The integrated equations give an absorbed fraction of 0.986. The thin-sheet formula would have given $4(10)/(12)^2=0.28$. Inside the slab the intensity falls nearly as $e^{-2k_0z\,\mathrm{Im}\,n}$, so nine tenths of the heat is released within about three quarters of a vacuum wavelength. Over that depth the phase of the current changes by most of a cycle, and the currents no longer radiate backwards as one sheet.

The thin-sheet amplitudes, the absorption formula and the bound were also tested against integration through a very thin slab, for resistances from 20 to 1000 ohm and reactances from $-300$ to $300$ ohm. Every comparison agreed to within $10^{-3}$, and the largest absorbed fraction on this grid was 0.50000.

## Values computed for the example and the checks

```
vacuum impedance Z0 = 376.730 ohm
optimal sheet resistance Z0/2 = 188.365 ohm
same in atomic units = 0.04585 hbar/e^2
largest absorption on complex-impedance grid = 0.50000
thickness = 10.0 nm
vacuum wavelength = 10.0 micrometre
angular frequency = 1.8837e+14 rad/s
phase thickness k0 d = 0.006283 (dimensionless)
conductivity at optimum = 5.3088e+05 S/m
skin depth at optimum = 126.2 nm
relative field change across sheet = 0.01257
numerical best resistance, finite slab = 188.36 ohm
reflected fraction at Z0/2, finite slab = 0.25000
transmitted fraction at Z0/2, finite slab = 0.25000
absorbed fraction at Z0/2, finite slab = 0.50001
R (ohm), absorbed fraction: sheet formula, finite slab
      50  0.3315  0.3315
     100  0.4530  0.4531
     200  0.4996  0.4996
     400  0.4353  0.4353
    1000  0.2668  0.2668
absorbed fraction, two-sided in-phase waves = 1.00000
excess over 1/2 in the example = 6.03e-06
excess/(k0 d)^2 at k0 d = 0.02: 0.1528
excess ratio on doubling k0 d = 3.999
Drude relaxation time = 5.0 fs
omega tau = 0.9418 (dimensionless)
Drude sheet: absorbed fraction at R = Z0/2: 0.4092
Drude sheet: best dc resistance = 137.12 ohm
Drude sheet: largest absorbed fraction = 0.4213
thick slab: k0 d = 20.0 (dimensionless)
thick slab: thickness = 3.183 wavelengths
thick slab: 1/(sigma d) = 37.67 ohm
thick slab: absorbed fraction = 0.9856
```
